**Fringe lean and surface period for two beams in resist**

Two coherent beams at angles $a$ and $b$ on opposite sides of the film normal, in resist of index $n$, form fringe planes that lean $(b-a)/2$ from the normal. Their surface period is $\lambda/[n(\sin a+\sin b)]$, where $\lambda$ is the vacuum wavelength. The program locates fringe maxima in the time-averaged square of the real fields and asserts that the lean, surface period and perpendicular spacing agree with the formulas for several angle pairs and for unequal amplitudes. It also asserts that the period is the same on the air side, that in-plane fields give contrast $\cos(a+b)$, and that the standing-wave periods and the wall shift due to absorption agree with their formulas. For 10° and 20°, $\lambda=325$ nm and $n=1.70$, the output shows a lean of 5.0° and a surface period of 371 nm. In a 500 nm film, absorption gives the two developed walls leans of 3.0° and 7.0°. A single substrate reflection displaces the fringes by up to 8.5 nm at 1% reflectance and 65 nm at 30%, while the surface period stays the same.

## Numerical verification

```python
# Result under test: two coherent beams inside resist, at angles a and b on
# opposite sides of the film normal, make fringe planes that lean (b-a)/2 from
# the normal, with surface period wavelength/(n*(sin a + sin b)).
# x: along the surface; z: depth into the film; lengths in nm, angles in degrees.
# Beam 1 (angle a) travels towards +x, beam 2 (angle b) towards -x.
# Positive lean: fringe planes shift towards -x with increasing depth.
import numpy as np
from scipy.optimize import brentq

wavelength = 325.0        # vacuum wavelength, nm
index = 1.70              # resist refractive index (rough)
film = 500.0              # film thickness, nm
a_deg, b_deg = 10.0, 20.0
absorption = 0.5e-3       # intensity absorption coefficient, 1/nm (rough)
shrinkage = 0.05          # fractional vertical shrinkage (rough)
index_error = 0.05


def sind(angle):
    return np.sin(np.radians(angle))


def cosd(angle):
    return np.cos(np.radians(angle))


def averaged_intensity(x, z, a, b, n, amp1=1.0, amp2=1.0):
    """Time average of the squared real field, sampled over one optical cycle."""
    k = 2 * np.pi * n / wavelength
    total = 0.0
    times = np.arange(12) * 2 * np.pi / 12
    for t in times:
        field = (amp1 * np.cos(k * (sind(a) * x + cosd(a) * z) - t)
                 + amp2 * np.cos(k * (-sind(b) * x + cosd(b) * z) - t))
        total = total + field**2
    return total / len(times)


def find_maxima(function, low=-800.3, high=800.3, half_step=20.0):
    """Maxima of a sinusoidal profile: equal values on both sides of each peak."""
    def balance(s):
        return function(s + half_step) - function(s - half_step)
    grid = np.arange(low, high, 2.0)
    values = balance(grid)
    starts = np.where((values[:-1] > 0) & (values[1:] <= 0))[0]
    return np.array([brentq(balance, grid[i], grid[i + 1], xtol=1e-10)
                     for i in starts])


def nearest(points, target):
    return points[np.argmin(np.abs(points - target))]


def measure_fringes(a, b, n, depth, amp1=1.0, amp2=1.0):
    """Lean, surface period and perpendicular spacing from located maxima."""
    depths = np.linspace(0, depth, 6)
    track = []
    position = 0.0
    for z in depths:
        peaks = find_maxima(
            lambda x: averaged_intensity(x, z, a, b, n, amp1, amp2))
        if z == 0:
            period = np.mean(np.diff(peaks))
        position = nearest(peaks, position)
        track.append(position)
    slope, offset = np.polyfit(depths, track, 1)
    assert np.max(np.abs(slope * depths + offset - track)) < 1e-5
    lean = np.degrees(np.arctan(-slope))
    across = find_maxima(lambda s: averaged_intensity(
        s * cosd(lean), s * sind(lean), a, b, n, amp1, amp2))
    return lean, period, np.mean(np.diff(across))


# Fringe geometry, including other angle pairs and unequal beams
for a, b, amp2, depth in [(a_deg, b_deg, 1.0, film), (a_deg, b_deg, 0.6, film),
                          (5.0, 35.0, 1.0, 100.0), (25.0, 12.0, 1.0, 100.0),
                          (15.0, 15.0, 1.0, 100.0)]:
    found = measure_fringes(a, b, index, depth, amp2=amp2)
    expected = ((b - a) / 2,
                wavelength / (index * (sind(a) + sind(b))),
                wavelength / (2 * index * sind((a + b) / 2)))
    assert np.allclose(found, expected, rtol=1e-6, atol=1e-6), (found, expected)

lean, period, spacing = measure_fringes(a_deg, b_deg, index, film)
assert abs(spacing - period * cosd(lean)) < 1e-5
drift = film * np.tan(np.radians(lean))

# Air side of the surface: same period, different lean
a_air = np.degrees(np.arcsin(index * sind(a_deg)))
b_air = np.degrees(np.arcsin(index * sind(b_deg)))
lean_air, period_air, _ = measure_fringes(a_air, b_air, 1.0, film)
assert abs(period_air - period) < 1e-5
assert abs(lean_air - lean) > 1.0


def inside(air_angle, n):
    return np.degrees(np.arcsin(sind(air_angle) / n))


mistaken_a, mistaken_b = inside(a_deg, index), inside(b_deg, index)
mistaken_lean, mistaken_period, _ = measure_fringes(
    mistaken_a, mistaken_b, index, film)
shifted_index = index - index_error
shifted_lean, shifted_period, _ = measure_fringes(
    inside(a_air, shifted_index), inside(b_air, shifted_index),
    shifted_index, film)
assert abs(shifted_period - period) < 1e-5

# Contrast when the electric fields lie in the plane of incidence
k_vacuum = 2 * np.pi / wavelength
k_resist = index * k_vacuum
x_line = np.linspace(0, period, 2001)
phase1 = np.exp(1j * k_resist * sind(a_deg) * x_line)
phase2 = np.exp(-1j * k_resist * sind(b_deg) * x_line)
field_x = cosd(a_deg) * phase1 + cosd(b_deg) * phase2
field_z = -sind(a_deg) * phase1 + sind(b_deg) * phase2
dose_line = np.abs(field_x)**2 + np.abs(field_z)**2
contrast_in_plane = ((dose_line.max() - dose_line.min())
                     / (dose_line.max() + dose_line.min()))
assert abs(contrast_in_plane - cosd(a_deg + b_deg)) < 1e-6

# Film with absorption or one reflection from the substrate
kx_beams = k_resist * np.array([sind(a_deg), -sind(b_deg)])


def depth_amplitude(kx, z, kappa=0.0, reflection=0.0):
    kz = np.sqrt(((index + 1j * kappa) * k_vacuum)**2 - kx**2)
    return np.exp(1j * kz * z) + reflection * np.exp(1j * kz * (2 * film - z))


def film_dose(x, z, kappa=0.0, reflection=0.0):
    field = sum(depth_amplitude(kx, z, kappa, reflection) * np.exp(1j * kx * x)
                for kx in kx_beams)
    return np.abs(field)**2


# Absorption: fringe centre and walls at half of the peak surface dose
kappa = absorption * wavelength / (4 * np.pi)
threshold = 0.5 * film_dose(0.0, 0.0, kappa)
centre_bottom = nearest(find_maxima(lambda x: film_dose(x, film, kappa)), -drift)
centre_lean = np.degrees(np.arctan(-centre_bottom / film))
assert abs(centre_lean - lean) < 0.01


def wall(centre, z, side):
    return brentq(lambda x: film_dose(x, z, kappa) - threshold,
                  centre, centre + side * period / 2)


wall_leans = []
insets = []
for side in (-1, 1):
    top = wall(0.0, 0.0, side)
    bottom = wall(centre_bottom, film, side)
    wall_leans.append(np.degrees(np.arctan((top - bottom) / film)))
    insets.append(abs(top) - abs(bottom - centre_bottom))
# Beer's law along each slanted path gives the dose left at the bottom
transmission = np.mean([np.exp(-absorption * film / cosd(angle))
                        for angle in (a_deg, b_deg)])
inset_formula = period * (0.25 - np.arccos(1 / transmission - 1) / (2 * np.pi))
assert np.allclose(insets, inset_formula, atol=0.1)

# Standing-wave periods of each beam with its own reflection
standing = []
for kx, angle in zip(kx_beams, (a_deg, b_deg)):
    peaks = find_maxima(
        lambda z: np.abs(depth_amplitude(kx, z, reflection=-0.1))**2, 0.3, film)
    standing.append(np.mean(np.diff(peaks)))
    assert abs(standing[-1] - wavelength / (2 * index * cosd(angle))) < 1e-5

# Reflection: depth ripple of the x-averaged dose and bending of the fringes
reflection_results = []
for reflectance in (0.01, 0.30):
    r = -np.sqrt(reflectance)
    depths = np.linspace(0, film, 251)
    mean_dose = sum(np.abs(depth_amplitude(kx, depths, reflection=r))**2
                    for kx in kx_beams)
    ripple = mean_dose.max() / mean_dose.min()
    bound = ((1 + abs(r)) / (1 - abs(r)))**2
    assert 0.9 * bound < ripple <= bound * (1 + 1e-9)
    departures = []
    for z in depths:
        peaks = find_maxima(lambda x: film_dose(x, z, reflection=r))
        assert np.allclose(np.diff(peaks), period, atol=1e-4)
        straight = -z * np.tan(np.radians(lean))
        departures.append(abs(nearest(peaks, straight) - straight))
    reflection_results.append((reflectance, ripple, max(departures)))

shrunk_lean = np.degrees(np.arctan(drift / (film * (1 - shrinkage))))

print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"resist index: {index:.2f}")
print(f"film thickness: {film:.0f} nm")
print(f"beam angles in resist: {a_deg:.0f} and {b_deg:.0f} deg")
print(f"sin a: {sind(a_deg):.5f}")
print(f"sin b: {sind(b_deg):.5f}")
print(f"sin a + sin b: {sind(a_deg) + sind(b_deg):.5f}")
print(f"cos a - cos b: {cosd(a_deg) - cosd(b_deg):.5f}")
print(f"tan of lean: {np.tan(np.radians(lean)):.5f}")
print(f"measured fringe lean: {lean:.4f} deg")
print(f"wavelength in resist: {wavelength / index:.2f} nm")
print(f"period / wavelength in resist: {period * index / wavelength:.4f}")
print(f"surface period: {period:.2f} nm")
print(f"perpendicular spacing: {spacing:.2f} nm")
print(f"sideways drift through film: {drift:.2f} nm")
print(f"drift / surface period: {drift / period:.3f}")
print(f"air angles needed: {a_air:.2f} and {b_air:.2f} deg")
print(f"fringe lean in air: {lean_air:.2f} deg")
print(f"surface period from air side: {period_air:.2f} nm")
print(f"largest resist angle from air: {np.degrees(np.arcsin(1 / index)):.2f} deg")
print("If 10 and 20 deg were air angles:")
print(f"  resist angles: {mistaken_a:.2f} and {mistaken_b:.2f} deg")
print(f"  lean: {mistaken_lean:.2f} deg")
print(f"  surface period: {mistaken_period:.2f} nm")
print(f"contrast, fields in plane of incidence: {contrast_in_plane:.4f}")
print(f"absorption coefficient: {absorption * 1e3:.2f} per um")
print(f"dose left at film bottom: {transmission:.3f} of surface dose")
print(f"fringe-centre lean with absorption: {centre_lean:.3f} deg")
print(f"inward wall shift at bottom: {np.mean(insets):.1f} nm")
print(f"wall lean, -x side: {wall_leans[0]:.2f} deg")
print(f"wall lean, +x side: {wall_leans[1]:.2f} deg")
print(f"standing-wave period, 10 deg beam: {standing[0]:.1f} nm")
print(f"standing-wave period, 20 deg beam: {standing[1]:.1f} nm")
for reflectance, ripple, departure in reflection_results:
    print(f"substrate reflectance: {100 * reflectance:.0f} %")
    print(f"  max/min of x-averaged dose: {ripple:.2f}")
    print(f"  largest sideways fringe departure: {departure:.1f} nm")
print(f"vertical shrinkage: {100 * shrinkage:.0f} %")
print(f"lean after shrinkage: {shrunk_lean:.2f} deg")
print(f"lean at index {shifted_index:.2f}, same air angles: {shifted_lean:.2f} deg")
print("checks complete")
```

Running it gives:

```
vacuum wavelength: 325 nm
resist index: 1.70
film thickness: 500 nm
beam angles in resist: 10 and 20 deg
sin a: 0.17365
sin b: 0.34202
sin a + sin b: 0.51567
cos a - cos b: 0.04512
tan of lean: 0.08749
measured fringe lean: 5.0000 deg
wavelength in resist: 191.18 nm
period / wavelength in resist: 1.9392
surface period: 370.74 nm
perpendicular spacing: 369.32 nm
sideways drift through film: 43.74 nm
drift / surface period: 0.118
air angles needed: 17.17 and 35.55 deg
fringe lean in air: 9.19 deg
surface period from air side: 370.74 nm
largest resist angle from air: 36.03 deg
If 10 and 20 deg were air angles:
  resist angles: 5.86 and 11.61 deg
  lean: 2.87 deg
  surface period: 630.25 nm
contrast, fields in plane of incidence: 0.8660
absorption coefficient: 0.50 per um
dose left at film bottom: 0.771 of surface dose
fringe-centre lean with absorption: 5.000 deg
inward wall shift at bottom: 17.8 nm
wall lean, -x side: 2.97 deg
wall lean, +x side: 7.01 deg
standing-wave period, 10 deg beam: 97.1 nm
standing-wave period, 20 deg beam: 101.7 nm
substrate reflectance: 1 %
  max/min of x-averaged dose: 1.49
  largest sideways fringe departure: 8.5 nm
substrate reflectance: 30 %
  max/min of x-averaged dose: 11.69
  largest sideways fringe departure: 65.3 nm
vertical shrinkage: 5 %
lean after shrinkage: 5.26 deg
lean at index 1.65, same air angles: 5.16 deg
checks complete
```
